Buckling of a long compressed dielectric fin clamped at its base

**The situation**

Trenches etched into an interlayer dielectric leave long walls, here called fins, attached at the bottom and free at the top. If the film was under compression, each fin is still compressed along its length. It would relax by growing longer, but its attached base prevents this along the straight line. It can instead gain length by bending sideways into a wave, so that a straight line becomes a wiggly one. At what stress does this begin, and how does that stress depend on the shape of the fin?

Let x run along the fin, y upward from the base and z across it. The width is w, the height h, and the length is much greater than h. The material is linear and isotropic, with Young's modulus E and Poisson's ratio ν between 0 and 1/2. The compressive stress along x is σ, counted positive. Vertical compression is a different problem and is not treated.

**What stress does the fin carry?**

Before etching, the film has equal compressive stress σ_f along x and z and none along y. The elastic shortening along x is

e = (σ_f − νσ_f)/E = (1 − ν)σ_f/E.

Etching frees the sidewalls, so the stress along z vanishes away from the base. The fin is long and attached, so e is kept. With stress along x alone, σ = Ee, and therefore

σ = (1 − ν)σ_f.

**First case: bending without twist**

Let W(x,y) be the sideways deflection. Treat each vertical slice as a cantilever and each horizontal fibre as a beam, and ignore twist and ν. Both have bending stiffness Ew³/12 per unit breadth, so the bending energy is

(Ew³/24) ∫(W_xx² + W_yy²) dx dy.

Compression pays for it. A fibre element tilted by the slope W_x, with its ends held at fixed separation, is longer by the fraction W_x²/2. Its compression is relieved by that amount, which releases

(σw/2) ∫W_x² dx dy.

In-plane displacements that accompany the bending do no work at this order, because the initial stress is in equilibrium, and their own elastic energy is of fourth order in W.

Take W = f(η) sin kx with η = y/h, and define s = kh. A prime means d/dη. Averaging sin² and cos² along x gives 1/2 each. Equating energy cost and release, with Λ₀ = 12σh²/(Ew²), gives

Λ₀s² ∫f² = ∫(f''² + s⁴f²),

where integrals run from η = 0 to 1. The term s⁴f² does not affect the best shape, so we need the smallest ratio ∫f''²/∫f², called μ², for a clamped base. Its minimizer obeys f'''' = μ²f, with f'' = f''' = 0 at the free top. With r = √μ, the solutions clamped at η = 0 are

f = A(cosh rη − cos rη) + B(sinh rη − sin rη).

The two top conditions are

A(cosh r + cos r) + B(sinh r + sin r) = 0,
A(sinh r − sin r) + B(cosh r + cos r) = 0.

They have a nonzero solution if (cosh r + cos r)² − sinh² r + sin² r = 0, that is,

1 + cosh r cos r = 0.

The lowest root gives μ = r² = 3.516. Hence

Λ₀ = μ²/s² + s².

Long waves are costly because they relieve little compression for a given cantilever bending. Short waves are costly because the fibres bend sharply. The minimum is at s² = μ, where Λ₀ = 2μ = 7.03, so

σ = (7.03/12) E(w/h)² = 0.59 E(w/h)².

The scaling is already present: bending stiffness supplies w³, the compressive force per unit height supplies one w, and the wavelength adjusts itself to h. The prefactor cannot be trusted, since a fin whose top moves sideways by different amounts along x must twist.

**The full plate energy**

For a thin fin, w ≪ h, normals to the mid-plane stay normal, so the bending strains at distance z from it are

ε_xx = −zW_xx, ε_yy = −zW_yy, γ_xy = −2zW_xy.

With no stress along z, the elastic energy density is

E/[2(1 − ν²)] × [ε_xx² + ε_yy² + 2νε_xxε_yy + (1 − ν)γ_xy²/2].

Since ∫z²dz = w³/12 across the fin, the energy per unit area is

(D/2)[W_xx² + W_yy² + 2νW_xxW_yy + 2(1 − ν)W_xy²], D = Ew³/[12(1 − ν²)].

Insert W = f(η) sin kx:

W_xx = −(s²/h²) f sin kx,
W_yy = (1/h²) f'' sin kx,
W_xy = (s/h²) f' cos kx.

Averaging over x and using dy = h dη, the bending energy per unit length is

(D/4h³) ∫[f''² − 2νs²ff'' + 2(1 − ν)s²f'² + s⁴f²],

and the release is (σws²/4h)∫f². Equating them and defining Λ = σwh²/D,

Λs² ∫f² = ∫[f''² − 2νs²ff'' + 2(1 − ν)s²f'² + s⁴f²].

The smallest Λ over all clamped shapes f and all s marks the onset of buckling.

**From energy to an equation for s and Λ**

Vary f by δf, with δf = δf' = 0 at the base. Half the variation of right side minus left side is

∫[f''δf'' − νs²(f''δf + fδf'') + 2(1 − ν)s²f'δf' + (s⁴ − Λs²)fδf].

Integration by parts gives, with boundary terms at η = 1,

∫f''δf'' = f''δf' − f'''δf + ∫f''''δf,
∫fδf'' = fδf' − f'δf + ∫f''δf,
∫f'δf' = f'δf − ∫f''δf.

The coefficient of f'' in the interior is −2νs² − 2(1 − ν)s² = −2s². Hence

f'''' − 2s²f'' + s⁴f = Λs²f.

At the top, δf' and δf are independent, so

f'' − νs²f = 0,
f''' − (2 − ν)s²f' = 0.

A trial exponential exp(rη) gives (r² − s²)² = Λs², so r² = s² ± s√Λ. Define

α² = s√Λ + s², β² = s√Λ − s².

The solution clamped at η = 0 is

f = A(cosh αη − cos βη) + B[sinh αη − (α/β) sin βη].

Now set a = α² − νs² and b = β² + νs². Because α² − β² = 2s²,

α² − (2 − ν)s² = b, β² + (2 − ν)s² = a.

The two top conditions become

A(a cosh α + b cos β) + B[a sinh α + (α/β)b sin β] = 0,
A(αb sinh α − βa sin β) + αB(b cosh α + a cos β) = 0.

Set the determinant to zero and divide by α:

(a cosh α + b cos β)(b cosh α + a cos β)
− [a sinh α + (α/β)b sin β][b sinh α − (β/α)a sin β] = 0.

The terms in ab combine to ab(cosh²α − sinh²α + cos²β + sin²β) = 2ab, leaving

2ab + (a² + b²) cosh α cos β + (βa²/α − αb²/β) sinh α sin β = 0.

If β² is negative, β is imaginary and the expression remains real; β = 0 is taken as a limit.

**Limit of long waves.** Let s → 0 with s√Λ held fixed. Then α² = β² = a = b = s√Λ, the last term vanishes, and the equation becomes 1 + cosh α cos α = 0. This is the cantilever equation, so s√Λ → μ and Λ → μ²/s², as in the first case.

**Direct energy calculation.** The energy ratio was also minimized numerically over nine polynomials that satisfy the clamp, without using the differential equation or the top conditions. For six values of ν from 0 to 0.4, at s = 1, 2.5, 3.5 and the minimizing s, it agreed with the root of the determinant to within one part in a million.

**Is there a minimum at finite wavelength?**

Write ‖f‖² for ∫f². The Cauchy–Schwarz inequality, ∫ff'' ≤ ‖f‖‖f''‖, gives

Λs²‖f‖² ≥ (‖f''‖ − νs²‖f‖)² + (1 − ν²)s⁴‖f‖² + 2(1 − ν)s²‖f'‖².

For a clamped shape ‖f''‖ ≥ μ‖f‖. Also ‖f'‖ ≥ (π/2)‖f‖, since the lowest shape with f(0) = 0 and a free end is sin(πη/2). If νs² < μ, then

Λ ≥ (μ − νs²)²/s² + (1 − ν²)s² + (1 − ν)π²/2
= μ²/s² + s² − 2νμ + (1 − ν)π²/2
≥ (1 − ν)(2μ + π²/2),

where the last step uses μ²/s² + s² ≥ 2μ. If νs² ≥ μ, drop the first square. Then (1 − ν²)s² ≥ (1 − ν²)μ/ν ≥ 2μ(1 − ν), because (1 + ν)/ν ≥ 2, and the same bound holds. The estimates also show that Λ grows without limit both as s → 0 and as s → ∞. A minimum therefore exists at finite s.

An upper bound comes from any clamped trial shape. Take the deflection of a uniformly loaded cantilever,

f = 6η² − 4η³ + η⁴.

With u = 1 − η, f' = 4(1 − u³) and f'' = 12u². The integrals are

∫f''² = 144/5,
∫f'² = 16(1 − 1/2 + 1/7) = 72/7,
∫f² = 36/5 − 8 + 4 − 1 + 1/9 = 104/45,
∫ff'' = f(1)f'(1) − ∫f'² = 12 − 72/7 = 12/7.

Dividing by ∫f² gives the ratios 162/13, 405/91 and 135/182 for f''², f'² and ff''. Thus

Λ ≤ (162/13)/s² + s² + 2(1 − ν)(405/91) − 2ν(135/182).

The minimum over s is at s⁴ = 162/13, or s = 1.88:

Λ_min ≤ 2√(162/13) + 810/91 − (135/13)ν.

For ν = 0.25 the two bounds are 8.98 and 13.37, and the determinant gives 13.12. The upper bound lies 1.9% above that value; at ν = 0 it lies 5.8% above.

**The buckling stress**

Undoing the definition of Λ,

σ_c = Λ_min D/(wh²) = C(ν) E (w/h)²,
C(ν) = Λ_min/[12(1 − ν²)].

The numerical minimum gives:

ν = 0: C = 1.257, half-wavelength 1.58h
ν = 0.25: C = 1.166, half-wavelength 1.63h
ν = 0.4: C = 1.149, half-wavelength 1.64h

At ν = 0 the sole difference from the first case is the twist term, and it raises the prefactor from 0.59 to 1.26. Resistance to twist is therefore about as important here as the two bending terms together: in the buckling mode it supplies 7.2 of Λ_min = 15.1, and the two bending terms supply 7.9.

**Second limit: a fin of finite length**

Suppose the ends of a fin of length L are simply supported. Then sin kx must vanish at both ends, so s = mπh/L with m = 1, 2, 3 and so on. For ν = 0.25 the preferred value is s = 1.92. If L = h, the smallest available value is s = π, and the critical stress is 1.28 times the long-fin value. If h = 120 nm and L = 1000 nm, five half-waves give s = 1.88, and the increase is 0.04%. For such ends, "long" therefore means room for several half-waves.

**Third limit: does solid elasticity approach the plate law?**

A finite-element calculation of the solid fin, resolved into waves along x, makes no plate assumption. For ν = 0.25 and a rigid base, its critical stress divided by the plate value is

0.982 at h/w = 20,
0.993 at h/w = 40.

Removing a deviation proportional to w/h gives 2 × 0.993 − 0.982 = 1.004, which leaves terms of order (w/h)². At h/w = 40, doubling the number of elements along the middle of the height from 38 to 76 changed the ratio by about 0.00001. The plate law is thus approached from below. Shear across the width and weaker twist resistance near the free edge are plausible reasons for the deficit; they were not separated.

**Numbers for a low-k line**

Take round values for an organosilicate low-k dielectric: E = 10 GPa, ν = 0.25, w = 20 nm, h = 120 nm. Then

σ_c = 1.166 × 10 GPa × (20/120)² = 0.324 GPa = 324 MPa.

The corresponding blanket-film stress is 324/0.75 = 432 MPa. The half-wavelength is 1.634 × 120 nm = 196 nm. The critical strain is 324 MPa/10 GPa = 3.2%, large enough that corrections of a few percent from nonlinear elasticity should be expected. They are not included here.

At h/w = 6 the fin is not very thin. Solid elasticity with a rigid base gives 288 MPa, 11% below the plate value. Real fins stand on deformable material. With 60 nm of the same dielectric below, a 40 nm pitch and neighbouring fins moving in phase, the result is 260 MPa, 20% below the plate value, and the half-wavelength is 203 nm. In-phase motion is assumed for all values with a deformable base; neighbours moving in opposite directions buckle at a stress about 1% lower. The values with a deformable base also carry a mesh error of about half a percent, on the high side.

The same elements test the stress conversion. When a film with biaxial stress is etched, the mean stress between 0.4h and 0.9h is 0.750 of the blanket value, as 1 − ν requires. Using the full residual stress, including its variation near the base, puts the critical blanket stress at about 344 MPa. Multiplication by 0.75 gives 258 MPa, close to the 260 MPa found for uniform fin stress.

Two further effects can be sized. If the dielectric would expand more than its stiff substrate by 10⁻⁵ per kelvin, heating by 350 K adds a fin stress of 10 GPa × 10⁻⁵ × 350 = 35 MPa. This is about 13% of the 260 MPa threshold. If etching leaves a 2 nm skin without stiffness on each side, the load-bearing width is 16 nm, and the plate estimate for the stress in the core falls by the factor (16/20)² = 0.64, to 207 MPa.

**A stiff mask on top**

A compressed hard mask changes the problem, because the load then sits where the fin moves most. Model a mask of thickness t as a beam along the top edge, with modulus E_m, bending moment of area I = tw³/12 and twisting rigidity G_mJ. Its centre moves by v = f(1) + (t/2h)f'(1). Its average bending energy, twisting energy and released work per unit length are

E_mIk⁴v²/4, G_mJk²f'(1)²/(4h²), Fk²v²/4,

where F is its compressive force. Dividing by D/(4h³), as for the plate, adds

(E_mI/Dh)s⁴v² + (G_mJ/Dh)s²f'(1)²

to the energy integral. If the fin itself carries no stress, the release is (Fh/D)s²v².

For t = 10 nm, E_m = 300 GPa and Poisson's ratio 0.25 in the mask, minimization gives a critical mask stress F/(wt) of 2.33 GPa. Solid elasticity with a rigid base also gives 2.33 GPa. Since the plate model was 11% off for the bare fin, this closeness may include a cancellation of errors. The deformable base lowers the value to 2.16 GPa, with a half-wavelength of 384 nm. A tension of 40 MPa in the fin raises it to 2.28 GPa.

The forces are instructive. The mask buckles the line at 2.16 GPa × 20 nm × 10 nm = 432 nN, while the bare fin on the same base needs 0.260 GPa × 20 nm × 120 nm = 624 nN. The mask adds stiffness, yet less force suffices. For the trial shape, the mean of f² over the height is (104/45)/9 = 0.26 of its top value. A given force at the top therefore releases about four times as much energy as the same force spread over the height.

**Beside real interconnects**

A modulus near 10 GPa is a rough value for a fairly dense organosilicate film; more porous films are softer. An aspect ratio of six is tall for such lines. These films are often tensile as deposited, by some tens of MPa, in which case their own stress does not drive this instability. The assumption most clearly broken in patterning is that of a bare, uniformly compressed fin. With the nitride-like mask above, the relevant threshold becomes 2.16 GPa in the mask. By the same etching argument, this corresponds to 2.16/0.75 = 2.9 GPa in the blanket mask film. A film compressed to about 1 GPa would leave a margin for this geometry, but hard nitride films can carry more, and the margin shrinks quickly for taller, narrower or softer lines. Halving E, or narrowing the line to 16 nm, lowers the threshold in the patterned mask to about 1.5 GPa, so for porous films and strongly compressed masks the margin can vanish.

For a bare, long, uniformly compressed fin on a rigid base, the plate law can be turned into a limit on shape:

h/w < √(CE/σ).

For σ = 100 MPa and the same material this gives h/w < 10.8. The plate law slightly overestimates the strength of a fin of finite width; solid elasticity with a rigid base puts the limit near 10.5. A deformable base or a damaged skin lowers the limit further. A stiff mask raises it if the mask is only weakly compressed, and lowers it if the mask's compression outweighs its added stiffness. Taper, roughness, plastic flow and cracking are outside the calculation. The linear theory gives the onset and the wavelength, but neither the final amplitude nor whether the bent fin breaks. The remaining computed values are in the numerical output below.

Computed values

```
lowest clamped-free ratio mu = 3.5160
trial shape: s = 1.8789, half-wave/h = 1.6721
nu | Lambda_min | lower bound | upper bound | s | half-wave/h | C
0.00 | 15.0880 | 11.9668 | 15.9613 | 1.9913 | 1.5776 | 1.2573
0.10 | 14.3827 | 10.7701 | 14.9228 | 1.9566 | 1.6057 | 1.2107
0.20 | 13.5670 | 9.5735 | 13.8844 | 1.9315 | 1.6265 | 1.1777
0.25 | 13.1165 | 8.9751 | 13.3651 | 1.9230 | 1.6337 | 1.1659
0.30 | 12.6366 | 8.3768 | 12.8459 | 1.9174 | 1.6384 | 1.1572
0.40 | 11.5844 | 7.1801 | 11.8074 | 1.9161 | 1.6395 | 1.1492
E = 10.0 GPa, nu = 0.25, w = 20 nm, h = 120 nm
pitch = 40 nm, dielectric below the fin = 60 nm
plate formula: critical fin stress = 323.9 MPa
plate formula: blanket film stress = 431.8 MPa
critical strain = 3.24 percent
half-wavelength = 196.0 nm
3D/plate at h/w = 40 with 8, 38, 76 elements: 0.99558, 0.99300, 0.99299
3D/plate critical stress at h/w = 20: 0.9820
3D/plate critical stress at h/w = 40: 0.9930
3D/plate extrapolated to w/h = 0: 1.0039
3D, rigid base: 288.1 MPa, ratio to plate 0.890
3D, compliant base: 259.9 MPa, ratio to plate 0.803
3D, compliant base: half-wavelength = 203 nm
fin stress / blanket stress after etching = 0.7500
3D, etched film: critical blanket stress = 344.5 MPa
length 120 nm: critical stress / long-fin value = 1.2779
length 1000 nm: critical stress / long-fin value = 1.0004
expansion mismatch = 1.0e-05 per K, heating = 350 K
thermal fin stress = 35.0 MPa
2 nm skin without stiffness on each side: critical stress of the core x 0.640
mask: 10 nm thick, E = 300 GPa, nu = 0.25
critical mask stress, plate with edge beam = 2.332 GPa
critical mask stress, 3D rigid base = 2.329 GPa
critical mask stress, 3D compliant base = 2.162 GPa
half-wavelength with mask = 384 nm
critical mask stress with 40 MPa fin tension = 2.277 GPa
```
